# How Many Masks Does a Ring of Five Spacing Conflicts Need?

## Problem

Five contact holes, F1 to F5, are to be printed in one layer. Their centres lie, in this order, at the corners of a regular pentagon of side $s=80$ nm. The exposure tool has wavelength $\lambda=193$ nm and numerical aperture $\mathrm{NA}=1.35$, and the process factor is $k_1=0.35$. These are model parameters.

Two holes may share a mask if their centre-to-centre distance is at least

$$
d=\frac{2k_1\lambda}{\mathrm{NA}} .
$$

If their distance is smaller than $d$, they are in conflict and must go on different masks. Each hole goes whole onto one mask, all masks obey the same rule, and the positions are fixed. Errors of alignment between masks are neglected.

(a) Estimate the number of masks from the ratio $d/s$.

(b) Find which pairs conflict, and determine the smallest number of masks, with proof.

(c) In how many ways can the holes be divided among that number of masks?

(d) Would the answer change if a feature could be cut into two parts on different masks?

## First estimate by scaling

The smallest permitted distance is

$$
d=\frac{2\times0.35\times193\ \text{nm}}{1.35}=100.1\ \text{nm}.
$$

The holes are 80 nm apart along the ring, so one mask is not enough. To estimate how many are needed, treat the ring as a long straight row with spacing $s$. If the row is dealt out in turn to $N$ masks, neighbours on the same mask are $Ns$ apart. The rule then requires $Ns\ge d$, or

$$
N\ge\frac{d}{s}=\frac{100.1}{80}=1.25 .
$$

The next whole number gives the estimate $N_{\text{est}}=2$.

For a long straight row this is the true minimum. If $N$ is the smallest whole number with $Ns\ge d$, then $(N-1)s<d$. Any $N$ consecutive features therefore lie within a distance smaller than $d$, all conflict with one another, and need $N$ different masks. What remains open is whether the result survives when the row is closed into a ring.

## Exact solution

### Which pairs conflict

Let $R$ be the radius of the circle through the five centres. Two points on this circle, seen from its centre under an angle $\theta$, are a distance $2R\sin(\theta/2)$ apart. Neighbouring corners of the pentagon are separated by $72^\circ$ and second neighbours by $144^\circ$. The side $s$ and the diagonal $D$ are therefore

$$
s=2R\sin36^\circ,\qquad D=2R\sin72^\circ .
$$

With $\sin72^\circ=2\sin36^\circ\cos36^\circ$,

$$
D=2\,(2R\sin36^\circ)\cos36^\circ=2s\cos36^\circ=1.618\,s=129.4\ \text{nm}.
$$

Five features form $5\times4/2=10$ pairs: five sides and five diagonals. Since

$$
80\ \text{nm}<100.1\ \text{nm}<129.4\ \text{nm},
$$

every side is a conflict and no diagonal is. The conflicts are F1F2, F2F3, F3F4, F4F5 and F5F1. They form a single closed ring with no conflict across it. The rest of the proof uses this list alone, so it holds for any five uncut features with the same conflicts, whatever their shapes and positions.

### Two masks are not enough

Call the masks A and B. Assign to feature $i$ the number $x_i=+1$ if it is on A and $x_i=-1$ if it is on B. For a conflicting pair, the product $x_ix_j$ is $-1$ if the two features are on different masks, as required, and $+1$ if they share a mask. Multiply these products once round the ring:

$$
(x_1x_2)(x_2x_3)(x_3x_4)(x_4x_5)(x_5x_1)
=x_1^2x_2^2x_3^2x_4^2x_5^2=1 .
$$

Each $x_i$ occurs twice because each feature belongs to two conflicts. If $c$ of the five pairs are separated, the left side equals $(-1)^c$. Hence $(-1)^c=1$, and $c$ is even. The number of pairs left in conflict on a common mask,

$$
b=5-c,
$$

is then odd and cannot be zero. Two masks fail for every assignment. A single mask is the special case in which all $x_i$ are equal, with $c=0$ and $b=5$.

The same argument shows how badly two masks fail. Choose which $b$ conflicts are to be left, with $b$ odd, and choose the mask of F1. The masks of the other features follow one after another round the ring, and the ring closes consistently because $c$ is even. There are thus $2\binom5b$ assignments with $b$ remaining conflicts:

- $b=1$: $2\times5=10$ assignments;
- $b=3$: $2\times10=20$ assignments;
- $b=5$: $2\times1=2$ assignments.

Their sum is 32, which is the full number $2^5$ of two-mask assignments. The best of them leave one conflict. For example, A, B, A, B, A for F1 to F5 puts F5 and F1 on the same mask, 80 nm apart where 100.1 nm is required.

### Three masks are enough

Add a mask C and take

$$
\text{F1, F2, F3, F4, F5}\ \longrightarrow\ \text{A, B, A, B, C}.
$$

Going round the ring, the five conflicting pairs receive the masks AB, BA, AB, BC and CA. The two letters differ in each pair, so all five conflicts are resolved. Together with the failure of two masks, this proves that **three masks are necessary and sufficient**.

In the pentagon, mask A holds F1 and F3, mask B holds F2 and F4, and mask C holds F5. The holes that share a mask are a diagonal apart, 129.4 nm, which exceeds the required distance by about 29 nm.

### The number of divisions

Suppose one mask legally holds $m$ features. Each of them takes part in two conflicts, which gives $2m$ conflicts in total. None is counted twice, since a conflict counted twice would have both its features on this mask. There are five conflicts, so

$$
2m\le5,\qquad m\le2 .
$$

Three masks with at most two features each can hold five features in one pattern of sizes: two, two and one. The lone feature can be any of the five. When it is set aside, the other four form an open chain, which must be divided between the two remaining masks. Neighbours in the chain must differ, so its first and third members go together, and so do its second and fourth.

There are therefore 5 distinct divisions. If the masks are named A, B and C, each division can be labelled in $3!=6$ ways, which gives $5\times6=30$ assignments. The ring does not single out any feature for the third mask. A designer can choose the lone feature by other criteria, such as its conflicts with features outside the ring.

### If a feature could be cut

The proof uses one value $x_5$ in both conflicts of F5. Cutting F5 can remove this constraint. Suppose that F5 is a longer feature, and that it is cut into a part F5a, which conflicts with F4 alone, and a part F5b, which conflicts with F1 alone. The two parts are meant to join, so they do not count as conflicting with each other. The ring opens into the chain

$$
\text{F5b}-\text{F1}-\text{F2}-\text{F3}-\text{F4}-\text{F5a},
$$

and the assignment A, B, A, B, A, B resolves all its conflicts with two masks. The chain has six members, and with two masks the letters must alternate, so its ends lie on different masks. The join inside F5 is then made by two exposures and depends on their mutual alignment, which was neglected here.

In the pentagon, such a cut needs a long F5. Let F5 be a bar centred on its corner, parallel to the line F1F4 and cut in the middle, and apply the spacing rule to the centres of the parts. Measured along the bar, F1 is $D/2=64.7$ nm from the centre of F5; measured across it, $\sqrt{s^2-(D/2)^2}=47.0$ nm. A part whose centre is shifted by $x$ away from F1 no longer conflicts with it if

$$
(D/2+x)^2+s^2-(D/2)^2\ge d^2,
$$

which gives $x\ge23.6$ nm. The centre of each half lies a quarter of the bar's length from the middle, so the bar must be at least about 94.5 nm long. If it is shorter, each half still conflicts with both F1 and F4, and three masks are still needed.

This length holds only for a rule between centres. However long the bar is, the inner end of each half stays at the corner, 80 nm from the centres of both F1 and F4. A rule based on the distance between edges can therefore still find a conflict there, and the cut would then save no mask.

The position of the cut matters. If F5a still conflicts with both F4 and F1, then F1, F2, F3, F4 and F5a again form a closed ring of five, and two masks fail as before. Three remain sufficient when F5b conflicts with F1 alone: F5a and F5b can both go on mask C, with the other features placed as above.

## Comparison of the two

The estimate gives two masks and the exact answer is three. The estimate made two simplifications, and they can be judged separately.

The first is geometrical. In a straight row, second neighbours are $2s=160$ nm apart; in the pentagon they are 129.4 nm apart. This shortening does no harm here, because 129.4 nm is still above 100.1 nm.

The second is the neglect of closure, and this causes the error. Two masks serve an open row by alternation. On a ring of five, alternation returns to its start with the wrong letter. A ring with an even number of features, and conflicts between neighbours alone, closes correctly and needs two masks.

The capacity of a mask shows the same difference in numbers. Two masks would have to hold 2.5 features each on average, but each can hold at most two. For a ring of $n=2m+1$ features with conflicts between neighbours alone, the counting argument gives at most $m$ features per mask, so the number of masks is at least

$$
\frac{n}{m}=2+\frac1m .
$$

For five features, $m=2$ and the bound is 2.5. For a long ring it approaches the value 2 of the row, yet it stays above 2, so a third mask is still needed. It is also sufficient: alternate A and B along the first $2m$ features and put the last on C. For a long odd ring the bound $n/m$ thus comes close to the estimate of two, but the number of masks must be a whole number, and the estimate remains too small by one.

The comparison also depends on the size of the pentagon. The conflicts form the ring as long as $s<d\le D$. With $D=1.618\,s$, this means

$$
\frac{d}{1.618}\le s<d,\qquad\text{or}\qquad 61.8\ \text{nm}\le s<100.1\ \text{nm}.
$$

There are three ranges:

- For $s\ge100.1$ nm there is no conflict. The estimate and the exact answer are both one mask.
- For $61.8\ \text{nm}\le s<100.1$ nm, the ratio $d/s$ lies above 1 and does not exceed 1.618. The estimate is two masks throughout, and the exact answer is three.
- For $s<61.8$ nm the diagonals conflict as well. All ten pairs must be separated, and five masks are needed. Just below this limit the estimate is still two. For very small $s$ it grows beyond five, which has no meaning for five features.

At fixed $s=80$ nm the same limits can be read as limits on the process. From $k_1=d\,\mathrm{NA}/(2\lambda)$, the value $d=80$ nm corresponds to $k_1=80\times1.35/386\approx0.28$, and $d=129.4$ nm to $k_1=129.4\times1.35/386\approx0.45$. Between these values the pentagon needs three masks, and a moderate improvement of the process within this range saves none.

These limits are sharp because the spacing rule is sharp. In a real exposure the image quality changes gradually with distance and depends on the illumination and on the surrounding pattern. Such effects can change the list of conflicts. Once the list is the single ring of five, and the features stay whole, the answer of three follows from the list alone.

Numerical values quoted here were computed with a short program.
